# Acid-count noise from Poisson photon absorption and random acid yield

In a model of an extreme-ultraviolet resist, a column of film 20 nm by 20 nm in area and 40 nm thick gains on average 1183 acid molecules during an exposure. If these acids appeared independently, as a Poisson count, their number would vary from column to column with a relative standard deviation of $1/\sqrt{1183}$, or 2.9 %. The model gives 5.3 %. The difference arises because acids are born in groups, one group to each absorbed photon, and it is the groups that are independent.

Let $N$ be the number of photons absorbed in the column, and let photon $i$ create $Y_i$ acids. The total is

$$A=\sum_{i=1}^{N}Y_i ,\qquad A=0\ \text{if}\ N=0 .$$

Three assumptions define the problem. The number $N$ has a Poisson distribution with mean $n>0$. The yields $Y_i$ are independent of one another and of $N$. They all follow one law, with mean $m>0$ and finite variance $s^2$. The dimensionless measure of yield variation is $c=s/m$, the standard deviation divided by the mean. The "squared yield variation" that enters the result is $c^2$, not $s^2$.

A single yield law does not require all depths in the film to be alike. For Poisson absorption, once $N$ is given, the absorption depths are independent draws from one depth distribution. A yield that depends on depth can therefore be averaged over that distribution, and the averaged law serves for every photon. Here $Y$ counts the acids that remain in the film.

The Poisson probabilities are $p_k=e^{-n}n^k/k!$. Their first two factorial moments follow by cancelling factors in the factorial:

$$E[N]=\sum_{k\ge1}\frac{e^{-n}n^k}{(k-1)!}=n,\qquad
E[N(N-1)]=\sum_{k\ge2}\frac{e^{-n}n^k}{(k-2)!}=n^2 .$$

In each sum, a power of $n$ taken outside leaves the series for $e^{n}$, which cancels $e^{-n}$.

Now hold $N$ fixed. The mean acid number is $E[A|N]=Nm$. The square of the sum contains $N$ terms in which a yield multiplies itself, and $N(N-1)$ terms in which yields of two different photons are multiplied. A term of the first kind has mean $E[Y^2]=s^2+m^2$. A term of the second kind has mean $m^2$, because the two yields are independent. Hence

$$E[A^2|N]=N(s^2+m^2)+N(N-1)m^2 .$$

Averaging over $N$ with the two moments above gives

$$E[A]=nm,\qquad E[A^2]=n(s^2+m^2)+n^2m^2 .$$

Subtracting $E[A]^2=n^2m^2$ removes the last term:

$$\mathrm{Var}(A)=n(s^2+m^2)=n\,E[Y^2].$$

Division by $n^2m^2$ yields

$$\boxed{\frac{\mathrm{Var}(A)}{E[A]^2}=\frac{1+c^2}{n}}\qquad\text{with}\quad c^2=\frac{s^2}{m^2}.$$

No large-$n$ or Gaussian approximation was made. The part $nm^2$ of the variance comes from the fluctuating number of photons, each counted with its mean yield. The part $ns^2$ comes from the unequal yields. Within this model, raising the mean yield at fixed $n$ and fixed $c$ produces more acid but leaves the relative noise unchanged.

The numbers of the example start from the wavelength, 13.5 nm. The photon energy $hc_0/\lambda$, with $c_0$ the speed of light, is 91.84 eV. An incident dose of 10 mJ/cm² then supplies 6.796 photons per nm². With an absorption coefficient of 5 per µm, or 0.005 per nm, the film absorbs the fraction $1-e^{-0.005\times40}=0.1813$ of them. The column area is 400 nm², so

$$n=6.796\times400\times0.1813\approx492.8 .$$

For the yield, take a model table: the probabilities of 0, 1, 2, 3, 4 and 5 acids are 0.10, 0.20, 0.25, 0.20, 0.15 and 0.10. Then

$$m=0.20+2(0.25)+3(0.20)+4(0.15)+5(0.10)=2.40,$$

$$E[Y^2]=0.20+4(0.25)+9(0.20)+16(0.15)+25(0.10)=7.90 .$$

It follows that $s^2=7.90-2.40^2=2.14$ and $c^2=2.14/5.76=0.3715$. The relative variance is $1.3715/492.8=2.783\times10^{-3}$, and its square root is 5.28 %. In absolute terms the column holds 1183 acids with a standard deviation of 62. Photon noise supplies $1/1.3715$, or 72.9 %, of the variance, and yield noise supplies the other 27.1 %.

If every photon made the same number of acids, $c$ would vanish and the relative variance would be $1/n$. With $n$ unchanged, the relative standard deviation would fall only to 4.5 %. The acids of one photon appear or fail to appear together, so they do not average as separate events. At the other extreme, let each photon make one acid with probability $p$ and otherwise none. Then $E[Y^2]=m=p$, and the relative variance is $1/(np)$, the reciprocal of the mean acid number.

The general comparison with a Poisson count is

$$\frac{\mathrm{Var}(A)}{E[A]}=\frac{E[Y^2]}{m}=1+\frac{E[Y(Y-1)]}{m}.$$

For whole-number yields the last term cannot be negative, and it vanishes only if no photon makes more than one acid. In the example the ratio is $7.90/2.40=3.29$, so the standard deviation exceeds the Poisson value by the factor $\sqrt{3.29}$. This is the step from 2.9 % to 5.3 %.

One may ask whether $n$ should include photons that make no acid. The full distribution of $A$ answers this. Define $g(z)=E[z^Y]$. For fixed $N$, independence gives $E[z^A|N]=g(z)^N$, and the Poisson average is

$$G(z)=E[z^A]=\sum_{k\ge0}\frac{e^{-n}[n\,g(z)]^k}{k!}=e^{n[g(z)-1]} .$$

Let $p_0$ be the probability of zero yield. If such photons are dropped, the mean count becomes $n'=n(1-p_0)$, and the yield function becomes $g'(z)=[g(z)-p_0]/(1-p_0)$. Therefore

$$n'[g'(z)-1]=n[g(z)-p_0-(1-p_0)]=n[g(z)-1].$$

The distribution of $A$ is unchanged, so either convention is sound if $n$ and $c$ refer to the same set of photons. In the example, dropping the unproductive photons gives $n'=443.5$, a mean yield of 2.667 and a squared variation of 0.2344. The relative variance is $1.2344/443.5=2.783\times10^{-3}$, as before. Only the division of the variance into photon noise and yield noise depends on the convention: the photon share is now $1/1.2344$, or 81.0 %, instead of 72.9 %, because the chance of making no acid has moved from the yield to the photon count.

The "one" in $1+c^2$ belongs to Poisson counting. Suppose instead that $\mathrm{Var}(N)=Fn$, with the yields still independent of $N$. Rewriting the fixed-$N$ result as $E[A^2|N]=Ns^2+N^2m^2$ and averaging gives $\mathrm{Var}(A)=ns^2+m^2\mathrm{Var}(N)$, so that

$$\frac{\mathrm{Var}(A)}{E[A]^2}=\frac{F+c^2}{n}.$$

A dose that varies between exposures is a case of this kind. Let the Poisson mean be $n(1+\delta)$, where $\delta$ has mean zero and variance $d^2$. Then $E[N^2]=n+n^2(1+d^2)$, so $\mathrm{Var}(N)=n+n^2d^2$ and $F=1+nd^2$. The relative acid variance gains the term $d^2$, which does not shrink as $n$ grows. For $d=0.5\,\%$ it is $2.5\times10^{-5}$, which raises the variance in the example by 0.9 %.

Yields that share a common influence also leave a floor. Suppose that the mean yield $M$ differs from column to column, with mean $m$ and relative variance $v$, while the yields within a given column are independent. Averaging $E[A^2]=nE[Y^2]+n^2M^2$ over columns replaces $M^2$ by $m^2(1+v)$. If $c^2$ describes the yields pooled over all columns, the result is

$$\frac{\mathrm{Var}(A)}{E[A]^2}=\frac{1+c^2}{n}+v .$$

A possible source of $v$ is the random number of acid-generator molecules in each column. At 0.2 generators per nm³, the column volume of 16,000 nm³ holds $P=3200$ on average. If their number is Poisson and the mean yield is proportional to it, then $v=1/P$. With the pooled yield table held fixed, this raises the variance by 11 % and the relative standard deviation to 5.56 %. This term is a floor against dose only: $P$ grows with the column area just as $n$ does, so at fixed dose the 11 % is the same for any column size.

A larger correction comes from acids that form some distance from their photon, because the electrons that create them travel. Let each acid be displaced independently, with a Gaussian spread $\sigma$ along each of the two lateral axes. Photons outside the column can then put acids into it, and photons inside can lose some. Let $q(\mathbf r)$ be the probability that an acid from a photon absorbed at $\mathbf r$ lands in the column, whose side is $a$. Of the $Y$ acids of this photon, $K$ land inside. Each of the $Y(Y-1)$ ordered pairs lies wholly inside with probability $q^2$, so

$$E[K^2|\mathbf r]=m\,q(\mathbf r)+E[Y(Y-1)]\,q(\mathbf r)^2 .$$

The result $\mathrm{Var}(A)=nE[Y^2]$ now applies to all photons of a wide, uniformly exposed area, with $K$ in place of $Y$. Their density is $n/a^2$, and therefore

$$\mathrm{Var}(A)=\frac{n}{a^2}\int\left\{m\,q+E[Y(Y-1)]\,q^2\right\}d^2r .$$

The integral of $q$ is $a^2$, because the displacement probability for each landing point integrates to one. The mean thus remains $nm$: outflow and inflow balance. The integral of $q^2$ factorizes into two equal one-dimensional integrals, each written $aQ$. In one dimension, two acids from the same photon have a separation $t$ that is Gaussian with variance $2\sigma^2$, and a separation of size $|t|$ fits into the side in a length $a-|t|$. Hence

$$aQ=2\int_0^a(a-t)\frac{e^{-t^2/4\sigma^2}}{2\sigma\sqrt\pi}\,dt .$$

The term with $a$ gives an error function, and the term with $t$ integrates directly:

$$Q=\mathrm{erf}\!\left(\frac{a}{2\sigma}\right)-\frac{2\sigma}{a\sqrt\pi}\left(1-e^{-a^2/4\sigma^2}\right).$$

Division of the variance by $n^2m^2$ then gives

$$n\,\frac{\mathrm{Var}(A)}{E[A]^2}=\frac1m+Q^2\,\frac{E[Y(Y-1)]}{m^2}.$$

When $\sigma\ll a$, $Q$ tends to one and the right side returns to $E[Y^2]/m^2=1+c^2$. When $\sigma\gg a$, $Q$ tends to zero and the right side becomes $1/m$, the value for a Poisson acid count. Acids of one photon are then so widely scattered that a column seldom receives two of them. For $\sigma=2.5$ nm and $a=20$ nm, $Q=0.859$, and the right side is

$$\frac1{2.40}+0.859^2\times\frac{7.90-2.40}{5.76}=1.121$$

instead of 1.3715. The variance falls by 18 %, and the relative standard deviation becomes 4.77 %. Only the independent part of the displacement counts in $\sigma$. A displacement shared by all acids of a photon merely moves the group as a whole; if half of $\sigma^2$ were shared in this way, the variance would fall by only 13 %.

Depletion breaks the independence of the yields in another way, since a generator molecule that has made its acid cannot make a second. As a simple model, reinterpret the earlier $A$ as a number $X$ of attempts to form acid, and let each attempt strike one of exactly $P$ generators at random. An attempt on a spent generator yields nothing. A given generator survives $X$ attempts with probability $(1-1/P)^X$, and two given generators both survive with probability $(1-2/P)^X$. Averaging over $X$ with the function $G$ found above, the number $U$ of survivors obeys

$$E[U]=P\,G(1-1/P),\qquad E[U(U-1)]=P(P-1)\,G(1-2/P).$$

The acid number is $P-U$. Its mean is $P-E[U]$, and its variance is that of $U$, namely $E[U(U-1)]+E[U]-E[U]^2$. With $P=3200$ there are 0.370 attempts per generator. Evaluating the formulas gives a mean of 988 acids, a relative standard deviation of 4.50 % and a relative variance 27 % below the original value.

This reduction comes from saturation, which outweighs the small extra noise from the random choice of generators. For large $P$ the mean is close to $P(1-e^{-u})$, with $u$ the number of attempts per generator. A small relative change in $u$ changes this mean by a relative amount smaller by the factor $u/(e^u-1)$, which is below one for $u>0$. Fluctuations in the attempts are compressed by this factor, but so is the response to a deliberate change of dose. The lower percentage therefore does not mean that the film registers dose more precisely.

The wavelength is that of extreme-ultraviolet lithography, and the absorption, film thickness, generator density and electron spread are rough typical values for chemically amplified resists. The yield table is a model whose mean of a few acids per photon is of a realistic size. A uniform dose of 10 mJ/cm² suits an open-field exposure, whereas printing fine patterns commonly takes a few times more. With the values chosen here and a fixed generator count, depletion moves the result most, from 5.3 % to 4.5 %, and it grows with dose. The ranking is not general. Spill becomes the larger effect for $\sigma$ above about 3.9 nm, or at 5 mJ/cm². If the generator count is also Poisson, depletion and random loading together lower the variance by only 16 % at this dose, and at high dose the term $1/P$ comes to dominate. The corrections were taken one at a time and should not simply be added. In particular, the depletion model mixes all attempts through the column, while real acids form in clusters that deplete the generators unevenly.

With the film, dose and yield law held fixed, $n$ and $P$ are both proportional to the column area, so without spill and dose jitter the relative standard deviation varies as $1/a$. Halving the side doubles it, and depletion and random loading leave this scaling practically intact. Spill does not: with $\sigma=2.5$ nm, going from 20 nm to 10 nm raises the noise by a factor of 1.80 only. This is the noise of the acid count at the end of exposure. A measured linewidth also carries the effects of acid diffusion and catalytic reaction during baking, of development, and of the measurement itself. Converting 5.3 % into a variation in nanometres would require a model of those steps.

Numbers in the example were calculated in double precision.
